# Saturated Drift Velocity Does Not Mean Saturated Carrier Energy

**Q.** In silicon at high field the drift velocity levels off. The electrons have stopped gaining speed, so they must have stopped gaining energy too. Once the velocity has saturated, I can treat the mean carrier energy as a constant. Is anything wrong with that?

**A.** The drift velocity is an average of a vector, and the energy is not fixed by it. Start with the power. Let $F$ be the field strength, $e>0$ the elementary charge, and $x$ the direction of the force on the carrier. A carrier with velocity component $v_x$ receives the power $eFv_x$. Averaged over carriers this is $eFv_d$, with $v_d$ the drift velocity. If $w$ is the mean kinetic energy and $P$ the mean rate at which a carrier loses energy to the lattice, then in a uniform field

$$\frac{dw}{dt}=eFv_d-P .$$

In the steady state $P=eFv_d$. Double the field at fixed $v_d$, and the carriers take in, and must hand on, twice the power on average. A constant velocity does not stop the intake.

**Q.** I accept that the loss must double. But why should the energy rise? Perhaps the carriers just lose energy faster.

**A.** They do, and the question is what makes them lose it faster. If the loss rate depends on the mean energy as $P\propto w^s$, with $s>0$, then constant $v_d$ gives $w^s\propto F$, so

$$w\propto F^{1/s}.$$

The balance alone does not supply $s$. That takes a scattering model.

**Q.** Then take one. I also want to see how the velocity can stay constant while the carriers get hotter.

**A.** Take one spherical parabolic band of mass $m$, few enough carriers that they neither block nor scatter one another, and phonons of a single energy $\hbar\omega$ with thermal occupation $N$. Let the scattering be isotropic, with a rate proportional to the density of final states. This describes nonpolar optical phonons.

Emission carries the factor $N+1$ and absorption the factor $N$. For a carrier energy $E\gg\hbar\omega$ the final densities of states are nearly equal and grow as $\sqrt E$, that is, as the speed $v$. The total rate is then $v/l$, with a constant mean free path $l$. A fraction $(N+1)/(2N+1)$ of the collisions are emissions and $N/(2N+1)$ are absorptions. The difference is $1/(2N+1)$, so the net loss is $\hbar\omega\,v/[l(2N+1)]$.

Give all carriers one typical speed $v$. An isotropic collision erases the average momentum, so the two balances are

$$m v_d\,\frac{v}{l}=eF,\qquad eFv_d=\frac{\hbar\omega}{2N+1}\,\frac{v}{l}.$$

The first gives $v/l=eF/(mv_d)$. Put this into the second, cancel $eF$ and multiply by $v_d$:

$$v_d^2=\frac{\hbar\omega}{m(2N+1)} .$$

The field has dropped out. But the typical speed is $v=eFl/(mv_d)\propto F$, so the energy grows as $F^2$. Hotter carriers collide more often, in proportion to $F$, and this offsets the stronger force. The same rise in collision rate disposes of the extra power. Here $P\propto v\propto w^{1/2}$, so $s=1/2$.

**Q.** One typical speed is a crude device. Does the result survive a real distribution of carriers?

**A.** It does at high field, with a definite numerical factor. Write the distribution as $f=f_0(E)+f_1(E)\cos\theta$, where $\theta$ is the angle between the momentum and the force. Since $\partial f_0/\partial p_x=v\cos\theta\,f_0'$, the $\cos\theta$ part of the steady Boltzmann equation is

$$eFv f_0'=-\frac{v}{l}f_1\quad\Rightarrow\quad f_1=-eFl\,f_0' .$$

Isotropic scattering returns nothing to the $\cos\theta$ part, and higher angular terms have been dropped.

Now count carriers crossing an energy $E$ upward per unit time. Let $g(E)\propto\sqrt E$ be the density of states. The field changes a carrier's energy at the rate $eFv\cos\theta$, and the angular average of $\cos^2\theta$ is $1/3$, so the field's flux is

$$J_F=\tfrac13\,g\,eFv f_1=-\tfrac13\,g\,e^2F^2vl\,f_0' .$$

For the phonons, let the rate from $E'$ up to $E'+\hbar\omega$ be $CNg(E'+\hbar\omega)$, and the reverse rate $C(N+1)g(E')$. Every jump that crosses $E$ has its lower end between $E-\hbar\omega$ and $E$:

$$J_{ph}=C\!\int_{E-\hbar\omega}^{E}\! g(E')g(E'+\hbar\omega)\big[Nf_0(E')-(N+1)f_0(E'+\hbar\omega)\big]dE'.$$

Expand $f_0$ about the midpoint of each jump, assuming that it changes little over $\hbar\omega$. The lower end gives $f_0-\tfrac12\hbar\omega f_0'$ and the upper end $f_0+\tfrac12\hbar\omega f_0'$. The bracket becomes $-f_0-(2N+1)\tfrac12\hbar\omega f_0'$. The midpoints fill a window of width $\hbar\omega$ centred on $E$, so to this order the integral is $\hbar\omega$ times the integrand at $E$. The total scattering rate is $C(2N+1)g=v/l$, which eliminates $C$:

$$J_{ph}=-g\,\frac{v}{l}\left[\frac{\hbar\omega}{2N+1}f_0+\frac{(\hbar\omega)^2}{2}f_0'\right].$$

In the steady state the number of carriers below $E$ is constant, so $J_F+J_{ph}=0$. Multiplying by $-l/(gv)$,

$$\left[\frac{(eFl)^2}{3}+\frac{(\hbar\omega)^2}{2}\right]f_0'+\frac{\hbar\omega}{2N+1}f_0=0 .$$

The solution is $f_0\propto e^{-E/kT_e}$, with an electron temperature

$$kT_e=(2N+1)\left[\frac{(eFl)^2}{3\hbar\omega}+\frac{\hbar\omega}{2}\right].$$

**Q.** And the two averages?

**A.** With $g\propto\sqrt E$ the mean energy is $w=\tfrac32kT_e$, and the mean speed is $\langle v\rangle=\sqrt{8kT_e/(\pi m)}$. The drift velocity is the average of $v\cos\theta$. Since $f_1=(eFl/kT_e)f_0$,

$$v_d=\frac{eFl}{3kT_e}\langle v\rangle=\frac{eFl}{3}\sqrt{\frac{8}{\pi m kT_e}} .$$

Take the first term of $kT_e$ outside the bracket:

$$kT_e=\frac{(2N+1)(eFl)^2}{3\hbar\omega}\left(1+\frac{F_c^2}{F^2}\right),\qquad eF_cl=\sqrt{\tfrac32}\,\hbar\omega .$$

Then $eFl$ cancels from the prefactor of $v_d$:

$$v_d=\frac{v_s}{\sqrt{1+F_c^2/F^2}},\qquad v_s=\sqrt{\frac{8\hbar\omega}{3\pi m(2N+1)}} .$$

For $F\gg F_c$ the velocity tends to $v_s$ while $w$ grows as $F^2$. The value of $F_c$ is only an estimate. Setting the total rate equal to $v/l$ ignores the shift of the final energy by $\hbar\omega$, and this changes $w$ by a field-independent amount of the same order as the $\hbar\omega/2$ term.

Two conditions were used: $kT_e\gg\hbar\omega$ for the expansion in energy, and $f_1\ll f_0$, or $eFl\ll kT_e$, for the expansion in angle. At high field $kT_e\propto F^2$, so both improve as the field rises. As the field goes to zero the angular condition is met again, but $kT_e$ tends to $(2N+1)\hbar\omega/2$, which is not large compared with $\hbar\omega$ unless $N$ is large. For small $N$, therefore, these formulas do not give the low-field mobility.

**Q.** Put numbers in. How different are the two behaviours in practice?

**A.** Take rough, silicon-like values, of which the mean free path is the least certain: $\hbar\omega=0.060$ eV, $m=0.30$ free-electron masses, $l=15$ nm, and a lattice held at 300 K. There $kT=0.02585$ eV, so $N=1/(e^{0.060/0.02585}-1)=0.109$ and $2N+1=1.218$. The formulas give $v_s=1.57\times10^7$ cm/s and $F_c=49$ kV/cm.

At 200 kV/cm, $eFl=0.30$ eV, so

$$kT_e=1.218\left[\frac{0.30^2}{3\times0.060}+0.030\right]\text{eV}=0.65\ \text{eV},$$

and $w=0.97$ eV. Here $eFl/kT_e=0.46$, and it is 0.79 at 100 kV/cm and 1.0 at 50 kV/cm, so the angular condition is at best marginally met at these fields.

The high-field approximations can be avoided by a Monte Carlo simulation. It follows 3000 carriers through free flights and random collisions, keeps the emission threshold at $\hbar\omega$, and leaves the angular distribution free. For the same band and phonons it gives:

| $F$ (kV/cm) | $v_d$ ($10^7$ cm/s) | $w$ (eV) | $eFv_d$ (eV/ps) | collisions per ps |
|---|---|---|---|---|
| 50 | 1.28 | 0.126 | 0.64 | 16 |
| 100 | 1.45 | 0.304 | 1.45 | 31 |
| 200 | 1.53 | 0.993 | 3.07 | 63 |

The standard errors of $v_d$ and $w$ are below 0.5% of the values. From 100 to 200 kV/cm the velocity rises by 6%, while the energy rises by a factor 3.3. The power and the collision rate both roughly double.

The energy factor is below 4 because field-independent terms, such as the $\hbar\omega/2$ in $kT_e$, still count at 100 kV/cm; the closed form itself gives $0.968/0.283=3.4$. Relative to the closed form, the simulated energy is 12% higher at 50 kV/cm, 7% higher at 100 and 3% higher at 200.

**Q.** Where is the energy, if it is not in the drift?

**A.** In motion in all directions. At 200 kV/cm the drift energy $\tfrac12mv_d^2$ is 0.020 eV, about 2% of $w$. The velocities of the other motion cancel in the vector average, but their energies add.

**Q.** Could I at least assume a constant energy relaxation time?

**A.** Not in this model. Define $\tau_E=(w-w_L)/(eFv_d)$, where $w_L=\tfrac32kT=0.039$ eV is the thermal energy at the lattice temperature. A constant $\tau_E$ with constant $v_d$ would make the excess energy grow linearly with $F$. The simulation gives $\tau_E=0.18$ ps at 100 kV/cm and 0.31 ps at 200 kV/cm. The excess energy rises faster than the power.

**Q.** Then should I now say that a saturated velocity means a rising energy?

**A.** That would be the opposite error. Consider a cold lattice, $N=0$, with emission so strong that $eFl\ll\hbar\omega$, and with other scattering negligible. A carrier starts near rest, accelerates until its energy reaches $\hbar\omega$, emits a phonon almost at once, and starts again. This is the streaming limit.

The momentum climbs uniformly from 0 to $p_0=\sqrt{2m\hbar\omega}$ in a time $t_0=p_0/(eF)$. Its average is $p_0/2$, and the average of its square is $p_0^2/3$. Hence

$$v_d=\frac{p_0}{2m}=\sqrt{\frac{\hbar\omega}{2m}},\qquad w=\frac{p_0^2}{6m}=\frac{\hbar\omega}{3} .$$

Both are independent of the field. The power still grows: the loss is $\hbar\omega/t_0=\hbar\omega\,eF/p_0$, and since $\hbar\omega=p_0^2/(2m)$ this equals $eFp_0/(2m)=eFv_d$. The carriers cycle more often without becoming hotter.

The same kind of simulation, with $eFl/\hbar\omega$ raised from 0.0005 to 0.002, gives $w/\hbar\omega=0.339$ and 0.349, while the emission frequency rises fourfold. The energies lie slightly above $1/3$ because emission is not instantaneous, so a carrier overshoots the threshold. At higher fields the overshoot grows and the streaming picture fails.

So velocity saturation alone decides neither case. The energy rises if the carriers must be hotter to lose more power, and stays fixed if they can lose more at the same mean energy.

**Q.** What does elastic scattering do? It takes no energy, so I would expect it not to matter.

**A.** It randomizes the momentum, and that reduces the heating. Add isotropic elastic collisions at $\kappa$ times the phonon rate. The total rate becomes $(1+\kappa)v/l$, so $f_1$, and with it $J_F$, is divided by $1+\kappa$; $J_{ph}$ is unchanged. At high field $kT_e$ is therefore divided by $1+\kappa$. The drift velocity contains $f_1$, which brings one factor $1/(1+\kappa)$, and $kT_e^{-1/2}$, which returns $\sqrt{1+\kappa}$. The saturation velocity is divided by $\sqrt{1+\kappa}$. It remains independent of field, and $w$ still grows as $F^2$.

**Q.** Is a mean energy of 1 eV believable for electrons in silicon at 200 kV/cm?

**A.** Not on the strength of this model, because a parabolic band does not hold up to such energies. Replace it by $E(1+\alpha E)=p^2/2m$ with the rough value $\alpha=0.5$ eV$^{-1}$. The density of states is then proportional to $\sqrt{E(1+\alpha E)}\,(1+2\alpha E)$, which rises faster than $\sqrt E$, so an energetic carrier scatters more often and loses more power. At a given energy it also moves more slowly than in the parabolic band, so it gains less from the field between collisions. With the other parameters held fixed, the simulation gives $v_d=1.20\times10^7$ cm/s and $w=0.18$ eV at 100 kV/cm, and $1.18\times10^7$ cm/s and 0.33 eV at 200 kV/cm; the last digit of these values is uncertain by about one unit. The change of band cuts the energy at 200 kV/cm to a third.

The $F^2$ law is lost, but the distinction between velocity and energy is not: the velocity falls by about 2% while the energy rises by a factor 1.8. Between these two fields the power rises by a factor 1.97, which corresponds to an effective $s=\ln1.97/\ln1.84\approx1.1$. With $s$ this close to 1, the energy relaxation time hardly changes: it is about 0.12 ps at both fields. A constant $\tau_E$, which fails in the parabolic band, is a fair approximation here.

Real silicon at room temperature has a saturation velocity of roughly $10^7$ cm/s, so the parabolic value of $1.57\times10^7$ cm/s is well above the typical one. Nonparabolicity brings it closer. Elastic scattering also lowers it: in the parabolic simulation at 200 kV/cm, $\kappa=0.5$ multiplies the velocity by 0.80. I have not simulated the two together, and the real valleys and phonon branches are more numerous than these.

**Q.** Does the difference matter for a device?

**A.** It matters for any process with an energy threshold. In the 200 kV/cm simulations, 34% of the carriers exceed 1.12 eV, roughly silicon's band gap, in the parabolic band, but less than 0.1% in the nonparabolic one. The two velocities differ by only 30%, the two fractions by a factor of several hundred. A modest error in the velocity can therefore go with a very large error in the number of carriers able to cause impact ionization.

These figures illustrate the sensitivity and are not predictions for silicon. They also depend strongly on the mean free path, for which other common silicon parameters give values twice as large or more. With $l=30$ nm instead of 15 nm, the nonparabolic simulation at 200 kV/cm gives $w=0.57$ eV instead of 0.33 eV, and about 5% of the carriers above 1.12 eV instead of less than 0.1%. The velocity changes by only about 8%.

A short channel also breaks the assumption of a uniform steady state. Carriers that enter at the lattice temperature cannot gain more energy from the field than $eF$ times the distance drifted. To reach the nonparabolic value at 200 kV/cm they need at least $(0.33-0.04)\ \text{eV}/(eF)\approx14$ nm, and more once phonon losses are counted. Over shorter high-field regions the steady-state energy at the local field is an overestimate for such carriers.
